# Hong-Ou-Mandel Visibility of Heralded Photons as a Density-Matrix Overlap

## 1. The result

Two photons arrive at a lossless coupler, one at each input. Their internal states (spectrum, arrival time, polarisation) are the density matrices $\rho_1$ and $\rho_2$, each of unit trace. Let $P_c$ be the probability that one photon leaves at each output, and $P_{\rm ref}$ the same probability when a long delay has made the photons distinguishable. The visibility is

$$V=1-\frac{P_c}{P_{\rm ref}} .$$

For a balanced coupler and independent photons,

$$\boxed{V=\mathrm{Tr}(\rho_1\rho_2)},\qquad \rho_1=\rho_2=\rho\ \Rightarrow\ V=\mathrm{Tr}\,\rho^2 .$$

The second expression is the purity. The assumptions are:

- the joint state is the product $\rho_1\otimes\rho_2$;
- exactly one photon enters each arm;
- the coupler acts alike on all internal modes;
- the detectors respond equally to all internal modes and do not resolve them.

## 2. What heralding prepares

A pair source emits a signal photon and an idler photon in the state

$$|\psi\rangle=\sum_{j,m}\psi(j,m)\,|j\rangle_s|m\rangle_i ,\qquad \sum_{j,m}|\psi(j,m)|^2=1 .$$

Detecting the idler announces the signal. If the idler detector is equally efficient for all modes $m$ and its record is not sorted by $m$, the signal is a mixture over all idler outcomes:

$$\rho_{jk}=\sum_m\psi(j,m)\psi^*(k,m),\qquad \rho=\psi\psi^\dagger . \tag{1}$$

The singular-value (Schmidt) decomposition $\psi(j,m)=\sum_n\sqrt{p_n}\,f_n(j)g_n(m)$, with orthonormal $f_n$ and $g_n$, turns this into

$$\rho=\sum_n p_n|f_n\rangle\langle f_n|,\qquad \mathrm{Tr}\,\rho^2=\sum_n p_n^2 .$$

The heralded photon is pure only if a single Schmidt weight is nonzero, that is, if the idler carries no information about the signal's mode.

## 3. The coupler

Let $T$ and $R=1-T$ be the transmission and reflection. With inputs $a,b$ and outputs $c,d$, each internal mode $j$ transforms as

$$a_j^\dagger\to\sqrt T\,c_j^\dagger+i\sqrt R\,d_j^\dagger,\qquad b_j^\dagger\to i\sqrt R\,c_j^\dagger+\sqrt T\,d_j^\dagger .$$

The factors $i$ make the transformation unitary. For one photon in each arm,

$$a_j^\dagger b_k^\dagger\to i\sqrt{RT}\,(c_j^\dagger c_k^\dagger+d_j^\dagger d_k^\dagger)+T\,c_j^\dagger d_k^\dagger-R\,d_j^\dagger c_k^\dagger .$$

The last two terms are coincidences: both photons transmitted, or both reflected. The minus sign is $i^2$ from two reflections.

Take first a pure joint state $\sum_{jk}\Phi_{jk}a_j^\dagger b_k^\dagger|0\rangle$, not necessarily a product. To collect the coefficient of $c_j^\dagger d_k^\dagger$, exchange the names $j,k$ in the reflected term. The coincidence amplitude is $T\Phi_{jk}-R\Phi_{kj}$. The states $c_j^\dagger d_k^\dagger|0\rangle$ are orthonormal, so

$$P_c=\sum_{jk}|T\Phi_{jk}-R\Phi_{kj}|^2=T^2+R^2-2RT\,\mathrm{Re}\sum_{jk}\Phi_{jk}^*\Phi_{kj}.$$

Define the operator $S$ by $S|j,k\rangle=|k,j\rangle$. Then $(S\Phi)_{jk}=\Phi_{kj}$, and the last sum is $\langle S\rangle$. It is real because $S$ is Hermitian. A mixed state is a weighted sum of pure ones, and $P_c$ is linear in the weights. Hence for any joint state

$$P_c=T^2+R^2-2RT\langle S\rangle . \tag{2}$$

The interference measures the symmetry of the two-photon state under exchange.

## 4. Independence turns exchange into overlap

For a product state,

$$\langle S\rangle=\sum_{jk}\langle j,k|S\,(\rho_1\otimes\rho_2)|j,k\rangle=\sum_{jk}\langle k,j|\rho_1\otimes\rho_2|j,k\rangle=\sum_{jk}(\rho_1)_{kj}(\rho_2)_{jk}=\mathrm{Tr}(\rho_1\rho_2). \tag{3}$$

The second equality uses $\langle j,k|S=\langle k,j|$.

For the reference level, delay photon 2 by $\tau$. Its spectral amplitudes acquire $e^{i\omega\tau}$. If $\rho_1$ and $\rho_2$ have eigenstates $\phi_m,\chi_n$ with weights $p_m,q_n$, the overlap becomes

$$\sum_{mn}p_mq_n\left|\int\phi_m^*(\omega)\chi_n(\omega)e^{i\omega\tau}d\omega\right|^2 .$$

Each integral is the Fourier transform of an integrable function and vanishes as $\tau\to\infty$. The terms are bounded by $p_mq_n$, whose sum is one, so the whole sum vanishes too. Thus $P_{\rm ref}=T^2+R^2$, and

$$V=\frac{2RT}{R^2+T^2}\,\mathrm{Tr}(\rho_1\rho_2). \tag{4}$$

At $R=T=\tfrac12$ the prefactor is 1, which proves the result. In that case $P_c=\tfrac12(1-V)$.

As a test, two random mixed states with three internal modes each were sent through a balanced coupler by direct evolution in Fock space. The visibility was 0.204366, and $\mathrm{Tr}(\rho_1\rho_2)$ was 0.204366.

**Why independence is needed.** Consider the antisymmetric state $(|1,2\rangle-|2,1\rangle)/\sqrt2$. Each photon alone has $\rho=\tfrac12\mathbb 1$ in two modes, so $\mathrm{Tr}(\rho_1\rho_2)=\tfrac12$. But $\langle S\rangle=-1$, and (2) gives $P_c=1$ at a balanced coupler: the photons always separate, and $V=-1$. The reduced density matrices do not fix the visibility of correlated photons.

## 5. When visibility is purity

Expanding $\mathrm{Tr}(\rho_1-\rho_2)^2$ and solving for the cross term gives

$$\mathrm{Tr}(\rho_1\rho_2)=\tfrac12\left[\mathrm{Tr}\rho_1^2+\mathrm{Tr}\rho_2^2-\mathrm{Tr}(\rho_1-\rho_2)^2\right]. \tag{5}$$

The visibility is the mean purity minus a penalty for the difference of the states. The Cauchy–Schwarz inequality adds

$$V\le\sqrt{\mathrm{Tr}\rho_1^2\;\mathrm{Tr}\rho_2^2},$$

with equality only for proportional matrices, which unit trace makes equal. Equal purities are therefore not enough. Even similar purities say little about the overlap: the random states above had 0.584 and 0.628, yet their visibility was 0.204. Conversely, $V=1$ requires two pure and equal states. A low visibility alone does not tell whether the photons are mixed or merely different.

## 6. Example: silicon microring sources

Consider two microrings that create pairs by four-wave mixing: two pump photons become a signal and an idler. Let all three resonances have the same angular linewidth $\kappa$ (full width at half maximum), and measure time in photon lifetimes $1/\kappa$. Field amplitudes in the ring then decay as $e^{-t/2}$. The resonances are also taken as equally spaced, $2\omega_p=\omega_s+\omega_i$.

A very short pump pulse fills the ring at $t=0$. The amplitude to create a pair at time $t$ is proportional to the pump field squared, $e^{-t}$. The signal leaves at time $s$ and the idler at $u$. The creation time is not recorded, so its amplitudes add:

$$\psi(s,u)\propto\int_0^{\min(s,u)}e^{-t}e^{-(s-t)/2}e^{-(u-t)/2}dt=e^{-(s+u)/2}\min(s,u).$$

The exponentials in $t$ cancel, leaving the length of the interval. The squared norm is $2\int_0^\infty s^2e^{-s}\left(\int_s^\infty e^{-u}du\right)ds=2\int_0^\infty s^2e^{-2s}ds=\tfrac12$, so the normalised amplitude carries a factor $\sqrt2$.

**Density matrix.** By (1), for $t<t'$,

$$\rho(t,t')=2e^{-(t+t')/2}\left[\int_0^tu^2e^{-u}du+t\int_t^{t'}ue^{-u}du+tt'\int_{t'}^\infty e^{-u}du\right].$$

The three terms in the bracket are $2-(t^2+2t+2)e^{-t}$, $t(t+1)e^{-t}-t(t'+1)e^{-t'}$ and $tt'e^{-t'}$. Their sum gives

$$\rho(t,t')=2e^{-(t+t')/2}\left[2-2e^{-t}-t(e^{-t}+e^{-t'})\right]. \tag{6}$$

**Detuned rings.** Let all resonances of ring 2 be shifted by $x$ linewidths. The squared pump field gains the phase $-2xt$, the signal $-x(s-t)$ and the idler $-x(u-t)$. The sum is $-x(s+u)$, without $t$. Hence $\rho_2(t,t')=e^{-ix(t-t')}\rho(t,t')$. Since $\rho$ is real and symmetric,

$$V(x)=2\int_0^\infty\cos(xs)\,C(s)\,ds,\qquad C(s)=\int_0^\infty\rho(t,t+s)^2dt .$$

With $b=1+e^{-s}$, (6) gives $\rho(t,t+s)=2e^{-t-s/2}[2(1-e^{-t})-bte^{-t}]$. Squaring and integrating term by term,

$$C(s)=4e^{-s}\left[4\left(\tfrac12-\tfrac23+\tfrac14\right)-4b\left(\tfrac19-\tfrac1{16}\right)+\tfrac{b^2}{32}\right]=4e^{-s}\left[\tfrac13-\tfrac{7b}{36}+\tfrac{b^2}{32}\right].$$

Inserting $b$ and collecting powers of $e^{-s}$,

$$C(s)=\tfrac1{72}\left[49e^{-s}-38e^{-2s}+9e^{-3s}\right].$$

With $\int_0^\infty e^{-ns}\cos(xs)\,ds=n/(n^2+x^2)$,

$$V(x)=\frac1{36}\left[\frac{49}{1+x^2}-\frac{76}{4+x^2}+\frac{27}{9+x^2}\right]. \tag{7}$$

For identical rings, $V(0)=(49-19+3)/36=11/12\approx0.917$. This is the purity, and in this model it does not depend on the linewidth. For small $x$, expansion gives $V\approx\tfrac{11}{12}-1.24x^2$. For very large $x$ the terms in $x^{-2}$ cancel and $V$ approaches $1/(3x^4)$. The next term is $85/x^2$ times this one, so the limiting form needs $x\gg9$; at smaller detunings (7) should be used.

**Where the impurity sits.** The Schmidt modes solve $\int\psi(t,u)f(u)du=\lambda f(t)$, with $p=\lambda^2$. Put $f=e^{-t/2}v$:

$$\sqrt2\int_0^\infty\min(t,u)e^{-u}v(u)\,du=\lambda v(t).$$

At $t=0$ this gives $v(0)=0$. One derivative gives $\lambda v'=\sqrt2\int_t^\infty e^{-u}v\,du$, so $v'(\infty)=0$. A second gives $\lambda v''=-\sqrt2e^{-t}v$. In the variable $z=ce^{-t/2}$ with $c^2=4\sqrt2/\lambda$, this is Bessel's equation of order zero. The solution $Y_0(z)$ grows linearly in $t$ and is excluded by $v'(\infty)=0$, leaving $v=J_0(z)$. The condition $v(0)=0$ requires $c=j_n$, a zero of $J_0$, so

$$p_n=\lambda_n^2=\frac{32}{j_n^4}.$$

The first three weights are 0.957, 0.034 and 0.006. One mode dominates, and the second accounts for most of the rest.

**How long a delay is long?** For the overlap of $\rho$ with its copy delayed by $\tau\gg1$, the two factors overlap only at times later than $\tau$, where the bracket in (6) tends to 2 for the undelayed factor. Then

$$\mathrm{Tr}(\rho\rho_\tau)\approx16e^{-\tau}\int_0^\infty e^{-s}\left(\tfrac13-\tfrac{1+e^{-s}}9\right)ds=\tfrac83e^{-\tau}.$$

At eight lifetimes the computed overlap is $8.9\times10^{-4}$, a sufficient reference level here.

## 7. Numbers for the rings

The inputs are rough typical values: wavelength 1550 nm, loaded quality factor $Q=4\times10^4$, group index $n_g=4.2$. The linewidth is $1550\ \text{nm}/(4\times10^4)=38.75$ pm, or 4.8 GHz. The lifetime is 32.9 ps, so the reference delay of eight lifetimes is 263 ps.

Temperature shifts the resonances. A ring of circumference $L$ obeys $m\lambda=n(\lambda,T_K)L$ with fixed integer $m$. Differentiating, and neglecting thermal expansion,

$$\frac{d\lambda}{dT_K}=\frac{\lambda}{n_g}\frac{\partial n}{\partial T_K},\qquad n_g=n-\lambda\frac{\partial n}{\partial\lambda}.$$

With $\partial n/\partial T_K=1.8\times10^{-4}$ K$^{-1}$ this is 66.4 pm/K. That slope is the bulk silicon value used for the guided mode; silicon strip rings typically drift somewhat faster, about 70 to 80 pm/K, which would lower the visibility found below from 0.787 to between 0.78 and 0.74. Rings that differ by 0.2 K are detuned by 13.3 pm, or $x=13.3/38.75=0.343$. Then $x^2=0.118$, and (7) gives

$$V=\frac{43.84-18.46+2.96}{36}=0.787 .$$

Each photon still has purity 0.917; the loss comes from the difference of the states, as in (5). To keep this loss below 0.01, the small-$x$ form requires $x<0.09$, which means a temperature match of about 0.05 K at this $Q$.

## 8. What the ideal model leaves out

**Several pairs per pulse.** Suppose an arm may hold more than one photon, without coherence between different photon numbers, and detection is weak, so that the coincidence signal is $\langle N_cN_d\rangle$. The output operators satisfy

$$d_kc_j=i\sqrt{RT}(a_ka_j+b_kb_j)+T\,b_ka_j-R\,a_kb_j .$$

In the squared norm, terms that change the photon number of an arm average to zero. With $n_{a,b}$ the mean numbers, $G=\langle N(N-1)\rangle$ for each arm, and $M$ the trace of the product of the normalised matrices $\langle a_j^\dagger a_k\rangle/n_a$ and $\langle b_j^\dagger b_k\rangle/n_b$,

$$\langle N_cN_d\rangle=RT(G_a+G_b)+(R^2+T^2)n_an_b-2RT\,n_an_bM .$$

A long delay sets $M=0$. For equal sources with $g_2=G/n^2$,

$$V=\frac{2RT\,M}{R^2+T^2+2RT\,g_2}\ \xrightarrow{R=T}\ \frac{M}{1+g_2}. \tag{8}$$

Loss that is equal for all internal modes and for both arms scales $G$ and $n^2$ alike, so it leaves this $V$ unchanged.

Let $\mu$ be the mean pair number per pulse. Each Schmidt mode has thermal statistics with mean $\mu p_n$, so to leading order the two-pair probability is

$$P_2=\mu^2\Big(\sum_np_n^2+\sum_{n<m}p_np_m\Big)=\tfrac12\mu^2(1+\mathrm{Tr}\rho^2).$$

A weak herald detector clicks with probability proportional to $N$. The heralded $G$ is therefore $2\cdot2P_2/\mu$, while $n\approx1$, so

$$g_2\approx2\mu(1+\mathrm{Tr}\rho^2).$$

For $\mu=0.01$ this is 0.038; enumeration of photon numbers in four Schmidt modes gives 0.037. The same enumeration gives $V=0.8867$. It rescales the four weights, whose sum is 0.9986, to one, which raises $V$ by about 0.0024. A fair reading is $V\approx0.884$, a loss of about 0.03. This holds for weak detection; efficient click detectors lose less, with $V\approx0.90$ at an overall efficiency of 0.5 in every channel.

**Kerr shifts.** Four-wave mixing comes with shifts from the same Kerr term, $\tfrac g2E^{\dagger2}E^2$ with $E=a_p+a_s+a_i$ for pump, signal and idler. Its expansion contains $\tfrac g2a_p^{\dagger2}a_p^2$, which shifts the pump by $g|a_p|^2$; $2g\,a_p^\dagger a_p(a_s^\dagger a_s+a_i^\dagger a_i)$, which shifts signal and idler by twice as much; and $g\,a_p^2a_s^\dagger a_i^\dagger$, which creates pairs with an amplitude per unit time of size $g|a_p|^2$. If the peak pump resonance shift is $\Delta$ linewidths, signal and idler shift by $2\Delta$, and the pair amplitude is $\Delta e^{-(s+u)/2}\min(s,u)$. Its squared norm is $\mu=\Delta^2/2$, hence $\Delta=\sqrt{2\mu}=0.14$: for a sudden pulse, the pair rate fixes the shift. A 10 ps pulse gives the same pair rate with a lower peak shift, about 0.10. The Kerr and carrier estimates below keep the sudden-pulse value. The phases of the squared pump, the signal and the idler add up to

$$-2\Delta(1-e^{-t})-2\Delta(e^{-t}-e^{-s})-2\Delta(e^{-t}-e^{-u}).$$

For real $\Delta$, terms in $s$ or $u$ alone are pure phases and do not alter the Schmidt weights. What remains is a factor $e^{-2i\Delta e^{-t}}$ under the creation integral. Two-photon absorption adds an imaginary part, $\Delta\to\Delta(1-0.17i)$ for the rough material values used, with $\Delta>0$ so that the added part is a loss. In silicon the Kerr shift is to the red; this reverses all the phases, which turns the amplitude into its complex conjugate and leaves the purity as it is. The terms in $s$ and $u$ then also change magnitudes, so all terms must be kept. Together they lower the purity from 0.917 to 0.913, mostly through the absorption: the Kerr shift alone gives 0.916.

**Free carriers.** That absorption leaves roughly $4\times10^{15}$ carriers per cm$^3$ and a blue shift of roughly 0.2 to 0.3 linewidths, depending on the empirical index formula (0.28 with the one used here). The shift is common to pump, signal and idler. If its accumulated phase is $\varphi(t)$, the total is $2\varphi(t)+[\varphi(s)-\varphi(t)]+[\varphi(u)-\varphi(t)]=\varphi(s)+\varphi(u)$. This phase leaves the purity unchanged, although the shift is larger than that of the pump by the Kerr effect. The carriers also absorb light, but at this density that adds only about 1% to the linewidth and is neglected. Rings pumped unequally would acquire different shifts and lose overlap.

**Pulse length and coupler.** A 10 ps pump pulse, instead of a sudden one, gives purity 0.915. A coupler with $R=0.48$ multiplies the single-photon visibility by $0.4992/0.5008=0.997$.

## 9. The model beside real devices

The assumption most exposed in this example is that of identical sources: a difference of 0.2 K lowers $V$ from 0.917 to 0.787, whereas the other sized effects cost about 0.03 or less each. Rings can also differ through fabrication, and heaters can then align them; at $x=1$ the model leaves $V=0.33$. Combining the sized effects as independent factors in (8) gives about 0.75. This is an estimate, not a prediction for a particular chip: Raman noise, dark counts, backscattering in the rings, unequal linewidths and waveguide dispersion are left out. Dispersion makes $\omega_s+\omega_i-2\omega_p$ differ from zero by $\delta$ linewidths, growing as the square of the distance from the pump resonance, and puts a factor $e^{-i\delta t}$ under the creation integral; the purity then falls to 0.913 at $|\delta|=0.5$, 0.902 at $|\delta|=1$ and 0.867 at $|\delta|=2$. The numerical output below lists the inputs and intermediate values.

## Numbers as computed

```
Random mixed states, balanced coupler
Visibility from Fock-space evolution: 0.204366
Tr(rho1 rho2): 0.204366
Purity of rho1: 0.584384
Purity of rho2: 0.627938
Coincidence probability, antisymmetric state: 1
Ring example, inputs (rough typical values)
Wavelength: 1550 nm
Loaded quality factor: 4e+04
Group index: 4.2
Index change with temperature: 0.00018 1/K
Temperature difference of the rings: 0.2 K
Ring radius: 10 um
Pump pulse length: 10 ps
Mean pairs per pulse: 0.01
Coupler reflection: 0.48
Kerr index: 5e-18 m^2/W
Two-photon absorption: 0.7 cm/GW
Ring example, results
Photon lifetime: 32.91 ps
Linewidth: 4.835 GHz
Linewidth in wavelength: 38.75 pm
Free spectral range: 1136 GHz
Pump pulse bandwidth: 44.13 GHz
Schmidt weight 1: 0.95679
Schmidt weight 2: 0.034464
Schmidt weight 3: 0.0057061
Purity, closed form: 0.916667
Purity, time grid: 0.916632
Delay for reference level: 263.3 ps
Overlap at that delay: 0.000894
Resonance drift: 66.43 pm/K
Detuning of the rings: 0.3429 linewidths
Visibility with this detuning: 0.7875
Visibility at one linewidth detuning: 0.3333
Neglected effects
Purity with finite pump pulse: 0.9149
Peak pump Kerr shift: 0.1414 linewidths
Two-photon loss to Kerr shift ratio: 0.173
Purity with Kerr shift and two-photon loss: 0.9133
Peak intensity in the ring: 0.3 GW/cm^2
Free-carrier density: 4e+15 cm^-3
Free-carrier shift (to blue): 0.28 linewidths
Purity with free-carrier shift, time grid: 0.916632
Heralded g2, enumeration: 0.03748
Heralded g2, first order: 0.03833
Coherence overlap with multiple pairs: 0.9199
Visibility with multiple pairs only: 0.8867
Coupler imbalance factor: 0.9968
Visibility, all sized effects (rough): 0.755
```
